# Phase Diffusion and Algebraic Spin-Superfluid Transport in Easy-Plane Magnets: a program that tests the result

```python
# RESULT UNDER TEST: an easy-plane magnet of length L, driven by a spin contact,
# rotates at one rate  Omega = G_L*Omega0/(G_L + G_R + alpha*S*L)  and delivers the
# spin current G_R*Omega, which falls algebraically with L.
# phi: in-plane phase; S: total spin density; alpha: Gilbert damping;
# A: exchange stiffness, energy A*phi_x^2; K: energy K*u^2 of the common tilt u;
# G_L, G_R: contact conductances (torque per area per rotation rate);
# Omega0: spin accumulation / hbar; chi = S^2/(2K); D = 2A/(alpha*S).
import numpy as np
from scipy import constants as const

rng = np.random.default_rng(3)

# ---------- Part 1: full vector dynamics of two sublattices, A = S = cell = 1 ----------
ALPHA, SUB_SPIN = 0.1, 0.5


def cross(a, b):
    return np.stack((a[1]*b[2] - a[2]*b[1], a[2]*b[0] - a[0]*b[2],
                     a[0]*b[1] - a[1]*b[0]))


def velocity(m, exchange, easy, damping, push, ring):
    """Landau-Lifshitz-Gilbert velocity; m has axes (xyz, sublattice, cell)."""
    step = m[:, :, 1:] - m[:, :, :-1]
    gradient = exchange*m[:, ::-1]
    gradient[:, :, :-1] -= step
    gradient[:, :, 1:] += step
    if ring:
        wrap = m[:, :, 0] - m[:, :, -1]
        gradient[:, :, -1] -= wrap
        gradient[:, :, 0] += wrap
    gradient[2] += easy*m[2]
    gradient[0] += push*m[1]          # spin accumulation along z
    gradient[1] -= push*m[0]
    torque = cross(m, gradient)
    return (SUB_SPIN*torque + damping*cross(m, torque))/(SUB_SPIN**2 + damping**2)


def advance(m, duration, *model, dt=0.1):
    for _ in range(int(round(duration/dt))):
        k1 = velocity(m, *model)
        k2 = velocity(m + dt/2*k1, *model)
        k3 = velocity(m + dt/2*k2, *model)
        k4 = velocity(m + dt*k3, *model)
        m = m + dt/6*(k1 + 2*k2 + 2*k3 + k4)
        m = m/np.sqrt((m*m).sum(axis=0))
    return m


def opposite_moments(phase, noise):
    angles = np.stack((phase, phase + np.pi))
    m = np.stack((np.cos(angles), np.sin(angles), noise*rng.normal(size=angles.shape)))
    return m/np.sqrt((m*m).sum(axis=0))


# Steady rotation and current profile; the last case is a ferromagnet (no coupling).
g_left, g_right, drive_rate = 1.0, 0.6, 0.05
worst_rate = worst_profile = 0.0
for cells, exchange, easy in ((10, 2.0, 0.5), (20, 2.0, 0.5), (40, 2.0, 0.5), (20, 0.0, 4.5)):
    damping = np.full(cells, ALPHA*SUB_SPIN)
    damping[0] += g_left/2
    damping[-1] += g_right/2
    push = np.zeros(cells)
    push[0] = g_left/2*drive_rate
    model = (exchange, easy, damping, push, False)
    m = advance(opposite_moments(np.zeros(cells), 1e-3), 200, *model)
    v = velocity(m, *model)
    rates = (m[0]*v[1] - m[1]*v[0])/(m[0]**2 + m[1]**2)
    predicted = g_left*drive_rate/(g_left + g_right + ALPHA*cells)
    current = -(m[0, :, :-1]*m[1, :, 1:] - m[1, :, :-1]*m[0, :, 1:]).sum(axis=0)
    profile = g_left*(drive_rate - predicted) - ALPHA*predicted*np.arange(1, cells)
    worst_rate = max(worst_rate, np.abs(rates/predicted - 1).max())
    worst_profile = max(worst_profile, np.abs(current - profile).max()/profile[0])
assert worst_rate < 2e-3 and worst_profile < 2e-3

# Free decay of a phase ripple: waves in a short channel, diffusion in a long one.
tilt_energy = 4.5
gamma_model, speed2_model = 2*ALPHA*tilt_energy, 4*tilt_energy
worst_mode = 0.0
for cells in (20, 80):
    k = np.pi/cells
    shape = np.cos(k*(np.arange(cells) + 0.5))
    m = opposite_moments(0.05*shape, 0.0)
    w = np.sqrt(complex(speed2_model*k*k - gamma_model**2/4))
    amplitudes = []
    for t in (5, 10, 15, 20, 25, 30):
        m = advance(m, 5, 2.0, 0.5, ALPHA*SUB_SPIN, 0.0, False)
        amplitudes.append((np.arctan2(m[1, 0], m[0, 0])*shape).sum()/(0.05*cells/2))
        law = np.exp(-gamma_model*t/2)*(np.cos(w*t) + gamma_model/(2*w)*np.sin(w*t))
        worst_mode = max(worst_mode, abs(amplitudes[-1] - law.real))
    if cells == 20:
        assert min(amplitudes) < -0.01           # it swings through zero: a wave
    else:
        decay_ratio = np.log(amplitudes[2]/amplitudes[5])/15/(2/ALPHA*k*k)
        assert abs(decay_ratio - 1) < 0.06       # finite-k correction is about 4 %
assert worst_mode < 0.03                         # terms of order alpha^2, k^2 are dropped

# Landau limit: a planar spiral on a ring is stable only if A*q^2 < easy-plane energy.
tilts = []
for turns in (1, 3):
    m = opposite_moments(2*np.pi*turns*np.arange(40)/40, 1e-3)
    largest = 0.0
    for _ in range(8):
        m = advance(m, 5, 2.0, 0.1, ALPHA*SUB_SPIN, 0.0, True)
        largest = max(largest, np.abs(m[2, 0] - m[2, 1]).max()/2)
    tilts.append(largest)
assert tilts[0] < 0.01 and tilts[1] > 0.3

# Contrast: spin lost locally, n'' = n/lambda^2, perfect sink at the far end.
points, ratio = 400, 4.0
matrix = np.diag(np.full(points, 2 + (ratio/points)**2))
matrix -= np.diag(np.ones(points - 1), 1) + np.diag(np.ones(points - 1), -1)
matrix[0, 0] -= 1
matrix[-1, -1] += 1
source = np.zeros(points)
source[0] = 1
leaky_fraction = 2*np.linalg.solve(matrix, source)[-1]
# source sits in the first cell centre, hence a relative error of order 1/points^2
assert abs(leaky_fraction*np.cosh(ratio) - 1) < 5e-3

# ---------- Part 2: hematite film with platinum strips, SI units, rough values ----------
hbar, e = const.hbar, const.e
gyro = const.physical_constants['electron gyromag. ratio'][0]
M_sub, B_exchange, A, K_z, alpha = 9e5, 1000.0, 1.3e-11, 1e4, 1e-4
mixing, width, thick, mu, temperature = 3e18, 1e-6, 10e-9, 30e-6*e, 300.0
K_six, M_canted, B_stray, leak_length = 1.0, 2.5e3, 1e-3, 5e-6
S = 2*M_sub/gyro
K = 2*M_sub*B_exchange + K_z
chi = S*S/(2*K)
speed, Gamma, D = np.sqrt(2*A/chi), alpha*S/chi, 2*A/(alpha*S)
G = hbar*mixing/(4*np.pi)*width/thick
Omega0 = mu/hbar
L0 = 2*G/(alpha*S)


def rotation(length):
    return G*Omega0/(2*G + alpha*S*length)


# Phase dynamics with pinning energy Kp*(1-cos(p*phi))/2, several cases side by side.
L, N = 20e-6, 100
dx = L/N
K_field = 2*M_canted*B_stray
Jc_six, Jc_field = 2*np.sqrt(A*K_six), 2*np.sqrt(A*K_field)
pin = np.array([0, K_six, K_field, K_six, K_six, K_field, K_field])[:, None]
fold = np.array([1, 6, 1, 6, 6, 1, 1])[:, None]
rate0 = np.array([Omega0]*3 + [0.8*Jc_six/G, 1.2*Jc_six/G, 0.8*Jc_field/G, 1.2*Jc_field/G])
left = np.zeros((7, N))
strip_cells = int(round(width/dx))
left[:3, :strip_cells] = G/width                 # strips of finite width
left[3:, 0] = G/dx                               # contacts at the very end
drag = alpha*S + left + left[:, ::-1]
dt = 0.5*dx/speed
steps = int(150e-9/dt)
phi, v = np.zeros((7, N)), np.zeros((7, N))
source = left*rate0[:, None]
pin_torque = fold*pin/2
keep, gain = chi/dt - drag/2, 1/(chi/dt + drag/2)
for n in range(steps):
    if n == steps//2:
        phi_half = phi.copy()
    bond = 2*A/dx**2*(phi[:, 1:] - phi[:, :-1])
    force = source*min(1.0, n*dt/10e-9) - pin_torque*np.sin(fold*phi)
    force[:, :-1] += bond
    force[:, 1:] -= bond
    v = (keep*v + force)*gain
    phi = phi + dt*v
measured = (phi - phi_half).mean(axis=1)/((steps - steps//2)*dt)
assert abs(measured[0]/rotation(L) - 1) < 1e-3
for below, above in ((3, 4), (5, 6)):
    assert abs(measured[below]) < 1e-5*rate0[below]
    assert measured[above] > 1e-3*rate0[above]
slope = np.diff(phi[3])
pinned_length = 25*dx/np.log(slope[20]/slope[45])
pinned_law = np.sqrt(4*A/(36*K_six))
assert abs(pinned_length/pinned_law - 1) < 0.02

Om = rotation(L)
J_in, J_out = G*(Omega0 - Om), G*Om
q_in, q_out = J_in/(2*A), J_out/(2*A)
dipolar = const.mu_0*M_canted**2*thick/(4*A*q_out)
print("TESTS")
print(f"vector dynamics, worst error of rotation rate: {worst_rate:.1e}")
print(f"vector dynamics, worst error of current profile: {worst_profile:.1e}")
print(f"phase ripple, worst amplitude error: {worst_mode:.4f}")
print(f"long-channel decay rate / (D k^2): {decay_ratio:.3f}")
print(f"largest tilt, spiral below / above Landau limit: {tilts[0]:.4f} / {tilts[1]:.3f}")
print("INPUTS (rough values)")
print(f"sublattice magnetization: {M_sub/1e3:.0f} kA/m; exchange field: {B_exchange:.0f} T")
print(f"stiffness A: {A*1e12:.0f} pJ/m; damping alpha: {alpha:.0e}")
print(f"easy-plane energy: {K_z/1e3:.0f} kJ/m3; in-plane energy: {K_six:.0f} J/m3")
print(f"mixing conductance: {mixing*1e-18:.0f} per nm2; temperature: {temperature:.0f} K")
print(f"strip width: {width*1e6:.0f} um; film thickness: {thick*1e9:.0f} nm")
print(f"spin accumulation: {mu/e*1e6:.0f} ueV; canted moment: {M_canted/1e3:.1f} kA/m")
print("DERIVED")
print(f"spin density S: {S:.3e} J s/m3; tilt energy K: {K:.3e} J/m3")
print(f"chi: {chi:.3e} J s2/m3; alpha*S: {alpha*S:.3e} J s/m3")
print(f"phase-wave speed c: {speed/1e3:.1f} km/s; Gamma: {Gamma*1e-9:.1f} per ns")
print(f"phase diffusivity D: {D*1e4:.0f} cm2/s")
print(f"slowest mode overdamped above L = {2*np.pi*speed/Gamma*1e6:.2f} um")
print(f"contact conductance G: {G:.3e} J s/m2; L0: {L0*1e6:.2f} um")
print(f"Omega0: {Omega0*1e-9:.2f} rad/ns")
print("TABLE: L (um), Omega (rad/ns), J_out (uJ/m2), J_out/J_in, leaky diffusion")
for length in (5e-6, 10e-6, 20e-6, 50e-6, 100e-6):
    r = rotation(length)
    print(f"{length*1e6:5.0f} {r*1e-9:8.3f} {G*r*1e6:8.3f} "
          f"{G/(G + alpha*S*length):8.4f} {1/np.cosh(length/leak_length):.2e}")
print(f"decay length chosen for leaky diffusion: {leak_length*1e6:.0f} um")
print(f"EXAMPLE L = {L*1e6:.0f} um")
print(f"J_in: {J_in*1e6:.2f} uJ/m2; J_out: {J_out*1e6:.2f} uJ/m2")
print(f"loss in channel: {alpha*S*Om*L*1e6:.2f} uJ/m2")
print(f"J_out as charge-equivalent at strip: {J_out*2*e/hbar*thick/width*1e-4:.3e} A/cm2")
print(f"rotation rate from phase simulation: {measured[0]*1e-9:.3f} rad/ns")
print("NEGLECTED EFFECTS at this length")
print(f"threshold, in-plane anisotropy: {Jc_six*1e6:.2f} uJ/m2")
print(f"threshold, {B_stray*1e3:.0f} mT stray field: {Jc_field*1e6:.2f} uJ/m2")
print(f"in-plane energy that would block J = G*Omega0: {(G*Omega0)**2/(4*A):.0f} J/m3")
print(f"rate change by in-plane anisotropy: {100*(measured[1]/measured[0]-1):.2f} %")
print(f"rate change by stray field: {100*(measured[2]/measured[0]-1):.2f} %")
print(f"pinned decay length, simulated / formula: {pinned_length*1e6:.3f} / {pinned_law*1e6:.3f} um")
print(f"Landau ratio A q^2/K_z at injector: {A*q_in**2/K_z:.4f}")
print(f"dipolar/exchange energy at detector, upper estimate: {dipolar:.4f}")
print(f"same ratio for a 140 kA/m ferromagnet: {dipolar*(1.4e5/M_canted)**2:.1f}")
print(f"tilt u: {S*Om/(2*K):.2e}")
print(f"vortex energy scale 2 pi A d / kT: {2*np.pi*A*thick/(const.k*temperature):.0f}")
print("OK")
```

Output:

```
TESTS
vector dynamics, worst error of rotation rate: 2.0e-06
vector dynamics, worst error of current profile: 4.6e-06
phase ripple, worst amplitude error: 0.0022
long-channel decay rate / (D k^2): 1.037
largest tilt, spiral below / above Landau limit: 0.0000 / 0.924
INPUTS (rough values)
sublattice magnetization: 900 kA/m; exchange field: 1000 T
stiffness A: 13 pJ/m; damping alpha: 1e-04
easy-plane energy: 10 kJ/m3; in-plane energy: 1 J/m3
mixing conductance: 3 per nm2; temperature: 300 K
strip width: 1 um; film thickness: 10 nm
spin accumulation: 30 ueV; canted moment: 2.5 kA/m
DERIVED
spin density S: 1.022e-05 J s/m3; tilt energy K: 1.800e+09 J/m3
chi: 2.903e-20 J s2/m3; alpha*S: 1.022e-09 J s/m3
phase-wave speed c: 29.9 km/s; Gamma: 35.2 per ns
phase diffusivity D: 254 cm2/s
slowest mode overdamped above L = 5.34 um
contact conductance G: 2.518e-15 J s/m2; L0: 4.93 um
Omega0: 45.58 rad/ns
TABLE: L (um), Omega (rad/ns), J_out (uJ/m2), J_out/J_in, leaky diffusion
    5   11.309   28.472   0.3300 6.48e-01
   10    7.521   18.934   0.1976 2.66e-01
   20    4.503   11.338   0.1096 3.66e-02
   50    2.044    5.145   0.0469 9.08e-05
  100    1.070    2.693   0.0240 4.12e-09
decay length chosen for leaky diffusion: 5 um
EXAMPLE L = 20 um
J_in: 103.41 uJ/m2; J_out: 11.34 uJ/m2
loss in channel: 92.07 uJ/m2
J_out as charge-equivalent at strip: 3.445e+04 A/cm2
rotation rate from phase simulation: 4.503 rad/ns
NEGLECTED EFFECTS at this length
threshold, in-plane anisotropy: 7.21 uJ/m2
threshold, 1 mT stray field: 16.12 uJ/m2
in-plane energy that would block J = G*Omega0: 253 J/m3
rate change by in-plane anisotropy: -0.17 %
rate change by stray field: -0.52 %
pinned decay length, simulated / formula: 1.203 / 1.202 um
Landau ratio A q^2/K_z at injector: 0.0206
dipolar/exchange energy at detector, upper estimate: 0.0035
same ratio for a 140 kA/m ferromagnet: 10.9
tilt u: 1.28e-05
vortex energy scale 2 pi A d / kT: 197
OK
```
